# Surface Green function, self-energy and broadening of a semi-infinite chain: test program

```python
"""
Result under test: a semi-infinite chain with site energy eps0, hopping matrix
element -t and spacing a has, inside its band E = eps0 - 2 t cos(ka),
    surface Green function  g     = -exp(i k a) / t
    self-energy             Sigma = t^2 g = -t exp(i k a)
    broadening              Gamma = -2 Im Sigma = hbar v / a,
where v = (1/hbar) dE/dk > 0 and the limit eta -> 0+ of E + i eta is taken.
A contact element -t_contact multiplies Sigma and Gamma by (t_contact/t)^2.
Hartree atomic units are used, so hbar = 1.
Numerical side: linear solves on long finite chains and wave-packet motion.
"""
import numpy as np
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.constants import physical_constants

hbar = 1.0
mass = 0.5
a = 5.0
t = hbar**2 / (2 * mass * a**2)
eps0 = 2 * t
E_main = 0.02
energies = [E_main, 0.08, 0.13]
n_lead = 12000
eta_max = 4e-4


def green_column(onsite, hopping, z, source):
    """Column of (z - H)^-1 for a chain with off-diagonal elements -hopping."""
    n = len(onsite)
    bands = np.zeros((3, n), dtype=complex)
    bands[0, 1:] = hopping
    bands[1] = z - onsite
    bands[2, :-1] = hopping
    rhs = np.zeros(n, dtype=complex)
    rhs[source] = 1.0
    return solve_banded((1, 1), bands, rhs)


def extrapolate(function):
    """Quadratic extrapolation of function(eta) to eta = 0."""
    return (function(eta_max) - 6 * function(eta_max / 2)
            + 8 * function(eta_max / 4)) / 3


def decaying_root(z):
    """Root of lambda + 1/lambda = -(z - eps0)/t with modulus below one."""
    roots = np.roots([1.0, (z - eps0) / t, 1.0])
    return roots[np.argmin(abs(roots))]


def close(x, y, rel):
    return np.max(np.abs(np.asarray(x) - y)) <= rel * np.max(np.abs(y))


lead_onsite = np.full(n_lead, eps0)
lead_hopping = np.full(n_lead - 1, t)

# Wave packets measure the group velocity without using its formula.
n_packet, start, width, duration = 1000, 350, 50.0, 5000.0
levels, modes = eigh_tridiagonal(np.full(n_packet, eps0),
                                 np.full(n_packet - 1, -t))
sites = np.arange(n_packet)


def packet_velocity(ka):
    psi = np.exp(-(sites - start)**2 / (4 * width**2) + 1j * ka * sites)
    psi /= np.linalg.norm(psi)
    later = modes @ (np.exp(-1j * levels * duration / hbar) * (modes.T @ psi))
    shift = np.sum(sites * (abs(later)**2 - abs(psi)**2))
    return a * shift / duration


print(f"effective mass = {mass:.2f} electron masses")
print(f"spacing a = {a:.2f} bohr")
print(f"hopping t = {t:.5f} hartree")
print(f"site energy eps0 = {eps0:.5f} hartree")
print(f"band bottom = {eps0 - 2*t:.5f}, top = {eps0 + 2*t:.5f} hartree")
print(f"lead sites in linear solves = {n_lead}")
print(f"eta values = {eta_max:.1e}, {eta_max/2:.1e}, {eta_max/4:.1e} hartree")
print(f"packet: {n_packet} sites, width {width:.0f} sites, "
      f"time {duration:.0f} a.u.")

# Surface Green function and broadening against velocity at three energies.
for E in energies:
    ka = np.arccos((eps0 - E) / (2 * t))
    g_num = extrapolate(lambda eta: green_column(
        lead_onsite, lead_hopping, E + 1j * eta, 0)[0])
    sigma_num = t**2 * g_num
    gamma_num = -2 * sigma_num.imag
    v_num = packet_velocity(ka)
    sigma = -t * np.exp(1j * ka)
    gamma = 2 * t * np.sin(ka)
    assert close(g_num, -np.exp(1j * ka) / t, 1e-5)
    assert close(sigma_num, sigma, 1e-5)
    assert abs(sigma_num.real - (E - eps0) / 2) < 1e-5 * t
    assert close(gamma_num, hbar * v_num / a, 5e-4)
    v_mass = np.sqrt(2 * E / mass) * np.sqrt(1 - E / (4 * t))
    assert close(v_num, v_mass, 5e-4)
    print(f"E = {E:.3f} hartree: ka = {ka:.5f} rad")
    print(f"  Gamma from chain solve = {gamma_num:.6f} hartree")
    print(f"  hbar v/a from packet = {hbar*v_num/a:.6f} hartree")
    print(f"  Gamma from 2 t sin(ka) = {gamma:.6f} hartree")
    if E == E_main:
        ka_main, gamma_main, v_packet_main = ka, gamma, v_num
        g_main, sigma_main = g_num, sigma_num

v_main = a * gamma_main / hbar
g_formula = -np.exp(1j * ka_main) / t
sigma_formula = -t * np.exp(1j * ka_main)
print("Main energy, details:")
print(f"  cos(ka) = {np.cos(ka_main):.5f}, sin(ka) = {np.sin(ka_main):.5f}")
print(f"  g from chain solve = {g_main:.5f} 1/hartree")
print(f"  g from formula = {g_formula:.5f} 1/hartree")
print(f"  Sigma from chain solve = {sigma_main:.6f} hartree")
print(f"  Sigma from formula = {sigma_formula:.6f} hartree")
print(f"  v from packet = {v_packet_main:.5f} a.u.")
print(f"  v from band slope formula = {v_main:.5f} a.u.")
print(f"  continuum speed sqrt(2E/m) = {np.sqrt(2*E_main/mass):.5f} a.u.")
hartree_ev = physical_constants["Hartree energy in eV"][0]
velocity_si = physical_constants["atomic unit of velocity"][0]
print(f"  Gamma converted = {gamma_main*hartree_ev:.4f} eV")
print(f"  v converted = {v_main*velocity_si:.4e} m/s")

# The complete first column selects the decaying root.
eta_small = eta_max / 4
z_main = E_main + 1j * eta_small
lam = decaying_root(z_main)
column = green_column(lead_onsite, lead_hopping, z_main, 0)
n_check = np.arange(1, 1001)
assert close(column[:1000], -lam**n_check / t, 1e-8)
decay_rate = -np.log(abs(column[1000] / column[0])) / 1000
assert close(decay_rate, eta_small * a / (hbar * v_packet_main), 2e-3)
print(f"At eta = {eta_small:.1e} hartree:")
print(f"  |lambda| = {abs(lam):.6f}, |1/lambda| = {abs(1/lam):.6f}")
print(f"  decay per site from column = {decay_rate:.6e}")
print(f"  eta a/(hbar v) = {eta_small*a/(hbar*v_main):.6e}")

# A three-site device with a weaker contact, compared with the full system.
device_onsite = np.array([0.10, 0.05, 0.12])
t_contact = 0.03
full_onsite = np.concatenate([device_onsite, lead_onsite])
full_hopping = np.concatenate([[t, t, t_contact], lead_hopping])
block_full = np.column_stack([
    green_column(full_onsite, full_hopping, z_main, j)[:3] for j in range(3)])
H_device = np.diag(device_onsite) - t * (np.eye(3, k=1) + np.eye(3, k=-1))
H_open = H_device.astype(complex)
H_open[2, 2] += -(t_contact**2 / t) * lam
block_reduced = np.linalg.inv(z_main * np.eye(3) - H_open)
assert close(block_full, block_reduced, 1e-8)
block_error = np.max(abs(block_full - block_reduced)) / np.max(abs(block_full))


def escape_rate(eta, contact):
    """Current into the lead divided by the probability on the contact site."""
    hopping = np.concatenate([[t, t, contact], lead_hopping])
    psi = green_column(full_onsite, hopping, E_main + 1j * eta, 0)
    current = 2 * contact / hbar * np.imag(np.conj(psi[2]) * psi[3])
    return current / abs(psi[2])**2


rate_equal = extrapolate(lambda eta: escape_rate(eta, t))
rate_weak = extrapolate(lambda eta: escape_rate(eta, t_contact))
assert close(rate_equal, v_packet_main / a, 5e-4)
assert close(rate_weak, (t_contact / t)**2 * v_packet_main / a, 5e-4)
print(f"Device site energies = {device_onsite} hartree")
print(f"weaker contact t_contact = {t_contact:.3f} hartree")
print(f"device block, relative difference = {block_error:.1e}")
print(f"current/probability, equal contact = {rate_equal:.6f} 1/a.u. time")
print(f"current/probability, weaker contact = {rate_weak:.6f} 1/a.u. time")
print(f"contact factor (t_contact/t)^2 = {(t_contact/t)**2:.4f}")

# Two leads joined to one site must reproduce an infinite uniform chain.
n_long = 2 * n_lead + 1
G_centre = extrapolate(lambda eta: green_column(
    np.full(n_long, eps0), np.full(n_long - 1, t),
    E_main + 1j * eta, n_lead)[n_lead])
G_joined = 1 / (E_main - eps0 - 2 * sigma_formula)
assert close(G_centre, G_joined, 1e-5)
assert close(G_centre, -1j * a / (hbar * v_packet_main), 5e-4)
print(f"infinite chain, Im G_00 from solve = {G_centre.imag:.5f} 1/hartree")
print(f"infinite chain, -1/Gamma = {-1/gamma_main:.5f} 1/hartree")

# Outside the band the self-energy is real: solve with a small eta and
# extrapolate, so that a spurious broadening could be detected.
for E, sign, label in [(-0.01, -1, "below"), (0.17, 1, "above")]:
    sigma_out = t**2 * extrapolate(lambda eta: green_column(
        lead_onsite, lead_hopping, E + 1j * eta, 0)[0])
    kappa_a = np.arccosh(abs(E - eps0) / (2 * t))
    assert close(sigma_out, sign * t * np.exp(-kappa_a), 1e-5)
    assert abs(2 * sigma_out.imag) < 1e-5 * t
    print(f"{label} band, E = {E:.3f} hartree: kappa a = {kappa_a:.5f}")
    print(f"  Sigma from solve = {sigma_out.real:.6f} hartree, "
          f"|Gamma| = {abs(2*sigma_out.imag):.1e} hartree")

print("finished without a failed check")
```

It prints:

```
effective mass = 0.50 electron masses
spacing a = 5.00 bohr
hopping t = 0.04000 hartree
site energy eps0 = 0.08000 hartree
band bottom = 0.00000, top = 0.16000 hartree
lead sites in linear solves = 12000
eta values = 4.0e-04, 2.0e-04, 1.0e-04 hartree
packet: 1000 sites, width 50 sites, time 5000 a.u.
E = 0.020 hartree: ka = 0.72273 rad
  Gamma from chain solve = 0.052915 hartree
  hbar v/a from packet = 0.052912 hartree
  Gamma from 2 t sin(ka) = 0.052915 hartree
E = 0.080 hartree: ka = 1.57080 rad
  Gamma from chain solve = 0.080000 hartree
  hbar v/a from packet = 0.079996 hartree
  Gamma from 2 t sin(ka) = 0.080000 hartree
E = 0.130 hartree: ka = 2.24593 rad
  Gamma from chain solve = 0.062450 hartree
  hbar v/a from packet = 0.062447 hartree
  Gamma from 2 t sin(ka) = 0.062450 hartree
Main energy, details:
  cos(ka) = 0.75000, sin(ka) = 0.66144
  g from chain solve = -18.75000-16.53595j 1/hartree
  g from formula = -18.75000-16.53595j 1/hartree
  Sigma from chain solve = -0.030000-0.026458j hartree
  Sigma from formula = -0.030000-0.026458j hartree
  v from packet = 0.26456 a.u.
  v from band slope formula = 0.26458 a.u.
  continuum speed sqrt(2E/m) = 0.28284 a.u.
  Gamma converted = 1.4399 eV
  v converted = 5.7881e+05 m/s
At eta = 1.0e-04 hartree:
  |lambda| = 0.998112, |1/lambda| = 1.001892
  decay per site from column = 1.889817e-03
  eta a/(hbar v) = 1.889822e-03
Device site energies = [0.1  0.05 0.12] hartree
weaker contact t_contact = 0.030 hartree
device block, relative difference = 1.1e-15
current/probability, equal contact = 0.052915 1/a.u. time
current/probability, weaker contact = 0.029765 1/a.u. time
contact factor (t_contact/t)^2 = 0.5625
infinite chain, Im G_00 from solve = -18.89822 1/hartree
infinite chain, -1/Gamma = -18.89822 1/hartree
below band, E = -0.010 hartree: kappa a = 0.49493
  Sigma from solve = -0.024384 hartree, |Gamma| = 1.9e-08 hartree
above band, E = 0.170 hartree: kappa a = 0.49493
  Sigma from solve = 0.024384 hartree, |Gamma| = 1.9e-08 hartree
finished without a failed check
```
